**Type inversion of irradiated n-type silicon**

For donors falling as N_D0 exp(−cΦ) and acceptors growing as bΦ, the space charge changes sign at Φ_inv = W(cN_D0/b)/c. Here Φ is the 1 MeV neutron-equivalent fluence, N_D0 the initial donor density, c the donor-removal coefficient, b the acceptor-introduction rate and W the principal Lambert function. The program asserts agreement between this formula, including its extension to a constant background, and direct integration of the rate laws. It also tests the limits, sensitivities and slope at inversion, the full-depletion condition on a Poisson grid, and the steady-state trap occupancy. For N_D0 = 10¹² cm⁻³, c = 10⁻¹³ cm² and b = 0.02 cm⁻¹, the output gives Φ_inv = 1.327 × 10¹³ cm⁻². The initial depletion voltage of 69.6 V returns at 5.03 × 10¹³ cm⁻². With rough parameters, unremovable donors raise the inversion fluence by 49%, while reverse annealing lowers it by 47%.

## Check in Python

```python
"""Type inversion of irradiated n-type silicon.

Result under test: if donors fall as N_D0*exp(-c*F) and acceptors grow as b*F,
the space charge changes sign at F_inv = W(c*N_D0/b)/c, W = Lambert function.
F: 1 MeV neutron-equivalent fluence (cm^-2); N_D0: initial donors (cm^-3);
c: donor-removal coefficient (cm^2); b: acceptor-introduction rate (cm^-1).
With a constant acceptor offset A (negative A = unremovable donors):
F = W((c*N_R/b)*exp(c*A/b))/c - A/b, N_R = removable donors.
"""
import numpy as np
from scipy import constants
from scipy.integrate import solve_ivp
from scipy.linalg import expm
from scipy.optimize import brentq
from scipy.special import lambertw

q = constants.e
kB_eV = constants.k / constants.e
eps_si = 11.7 * constants.epsilon_0 / 100.0       # F/cm

# Round model parameters for a high-resistivity silicon detector
donors0 = 1.0e12       # cm^-3
removal = 1.0e-13      # cm^2
intro = 0.02           # cm^-1
thickness = 300e-4     # cm
mu_n, mu_p = 1400.0, 450.0   # cm^2/Vs, rough


def lambert_fluence(n_rem, offset, c, b):
    arg = c * n_rem / b * np.exp(c * offset / b)
    return lambertw(arg).real / c - offset / b


def net_charge(F, n_rem=donors0, offset=0.0, c=removal, b=intro):
    return n_rem * np.exp(-c * F) - offset - b * F


def root_fluence(n_rem, offset, c, b):
    upper = (n_rem - offset) / b
    return brentq(lambda F: net_charge(F, n_rem, offset, c, b),
                  0.0, upper, rtol=1e-13, maxiter=500)


def ode_fluence(n_rem, offset, c, b):
    """Integrate the two rate laws until donors equal acceptors."""
    Fs, Ns = 1e13, 1e12

    def rates(t, y):
        return [-c * Fs * y[0], b * Fs / Ns]

    def balance(t, y):
        return y[0] - y[1]
    balance.terminal = True
    balance.direction = -1
    end = 1.01 * (n_rem - offset) / b / Fs
    sol = solve_ivp(rates, (0.0, end), [n_rem / Ns, offset / Ns],
                    method="DOP853", events=balance, rtol=1e-10, atol=1e-12)
    assert len(sol.t_events[0]) == 1
    return sol.t_events[0][0] * Fs


def depletion_voltage(N):
    return q * abs(N) * thickness**2 / (2 * eps_si)


# Lambert formula against direct integration of the rate laws
cases = [(donors0, 0.0, removal, intro),
         (0.7e12, -0.3e12, removal, intro),
         (1.1e12, 0.1e12, removal, intro),
         (3.0e12, 0.0, 4e-14, 0.05),
         (donors0, 0.0, removal, 0.07)]
for case in cases:
    assert abs(ode_fluence(*case) / lambert_fluence(*case) - 1) < 1e-6

a = removal * donors0 / intro
F_inv = lambert_fluence(donors0, 0.0, removal, intro)
w = removal * F_inv

# A single crossing, and no second real Lambert branch
scan = net_charge(np.linspace(0, 2e14, 20001))
assert np.count_nonzero(np.diff(np.sign(scan))) == 1
assert abs(lambertw(a, -1).imag) > 0.1

# Newton iteration against the bracketed root
newton = [1.0]
for _ in range(5):
    v = newton[-1]
    newton.append(v - (v * np.exp(v) - a) / (np.exp(v) * (1 + v)))
root = root_fluence(donors0, 0.0, removal, intro)
assert abs(newton[-1] / (removal * root) - 1) < 1e-10

# Logarithmic sensitivities from differences of bracketed roots
h = 1e-4


def log_slope(index):
    vals = []
    for sign in (1, -1):
        p = [donors0, 0.0, removal, intro]
        p[index] *= np.exp(sign * h)
        vals.append(np.log(root_fluence(*p)))
    return (vals[0] - vals[1]) / (2 * h)


sens_N, sens_c, sens_b = 1 / (1 + w), -w / (1 + w), -1 / (1 + w)
for index, expected in ((0, sens_N), (2, sens_c), (3, sens_b)):
    assert abs(log_slope(index) - expected) < 1e-6

# Slope of the space charge at inversion
dF = 1e-4 * F_inv
slope_fd = (net_charge(F_inv + dF) - net_charge(F_inv - dF)) / (2 * dF)
slope = -intro * (1 + w)
assert abs(slope_fd / slope - 1) < 1e-6

# Limits of weak and strong donor removal
a_small = 1e-3
weak = root_fluence(donors0, 0.0, removal, removal * donors0 / a_small)
assert abs(weak * removal / (a_small * (1 - a_small)) - 1) < 2 * a_small**2
errors = []
for a_large in (1e6, 1e12):
    exact = removal * root_fluence(donors0, 0.0, removal,
                                   removal * donors0 / a_large)
    errors.append(abs((np.log(a_large) - np.log(np.log(a_large)))
                      / exact - 1))
assert errors[1] < errors[0] < 0.02

# Poisson equation on a grid: far-contact field vanishes at full depletion
V0 = depletion_voltage(donors0)
m = 201
dx = thickness / (m - 1)
matrix = np.eye(m)
rhs = np.zeros(m)
rhs[-1] = V0
for i in range(1, m - 1):
    matrix[i, i - 1:i + 2] = [1, -2, 1]
    rhs[i] = -q * donors0 / eps_si * dx**2
phi = np.linalg.solve(matrix, rhs)
far_field = (3 * phi[-1] - 4 * phi[-2] + phi[-3]) / (2 * dx)
assert abs(far_field) < 1e-7 * V0 / thickness

# Fluence at which the depletion voltage returns to its initial value
F_return = lambert_fluence(donors0, -donors0, removal, intro)
F_return_root = brentq(lambda F: depletion_voltage(net_charge(F)) - V0,
                       2 * F_inv, 2e14, rtol=1e-13)
assert abs(F_return / F_return_root - 1) < 1e-9

# Near-midgap acceptor level: rough parameters, fixed band gap
gap, depth = 1.12, 0.525        # eV; depth below conduction band
sigma, v300 = 1e-15, 2e7        # cm^2, cm/s, same for both carriers
T_room, T_cold = 293.0, 263.0   # K


def band_densities(T):
    return 2.9e19 * (T / 300)**1.5, 3.1e19 * (T / 300)**1.5


def trap_rates(T, n, p):
    """Return total filling and emptying rates of the level."""
    capture = sigma * v300 * np.sqrt(T / 300)
    Nc, Nv = band_densities(T)
    e_n = capture * Nc * np.exp(-depth / (kB_eV * T))
    e_p = capture * Nv * np.exp(-(gap - depth) / (kB_eV * T))
    return capture * n + e_p, capture * p + e_n


def occupancy(T, n=0.0, p=0.0):
    fill, empty = trap_rates(T, n, p)
    return fill / (fill + empty)


# Time evolution from an empty level reaches the steady occupancy
fill, empty = trap_rates(T_room, 3e7, 8e7)
evolved = expm(np.array([[-fill, empty], [fill, -empty]])) @ [1.0, 0.0]
assert abs(evolved[1] / occupancy(T_room, 3e7, 8e7) - 1) < 1e-8
# Equilibrium carriers must reproduce the Fermi function
Nc, Nv = band_densities(T_room)
kT = kB_eV * T_room
fermi_depth = 0.45
n_eq = Nc * np.exp(-fermi_depth / kT)
p_eq = Nv * np.exp(-(gap - fermi_depth) / kT)
fermi = 1 / (1 + np.exp((fermi_depth - depth) / kT))
assert abs(occupancy(T_room, n_eq, p_eq) / fermi - 1) < 1e-10

# Sizes of neglected effects
f_room, f_cold = occupancy(T_room), occupancy(T_cold)
b_cold = intro * f_cold / f_room
extra_fresh, extra_reverse = 0.02, 0.05     # cm^-1, rough
stable = 0.3
comp = 0.1 * donors0
variants = [
    ("30% of donors unremovable",
     ((1 - stable) * donors0, -stable * donors0, removal, intro)),
    ("initial acceptors 1e11 cm^-3, same net doping",
     (donors0 + comp, comp, removal, intro)),
    ("before beneficial annealing, b + 0.02 cm^-1",
     (donors0, 0.0, removal, intro + extra_fresh)),
    ("after reverse annealing, b + 0.05 cm^-1",
     (donors0, 0.0, removal, intro + extra_reverse)),
    ("use at 263 K, midgap-level estimate",
     (donors0, 0.0, removal, b_cold))]
for name, pars in variants:
    assert abs(root_fluence(*pars) / lambert_fluence(*pars) - 1) < 1e-9

alpha = 4e-17                   # A/cm, rough leakage damage constant
bias, v_sat = 100.0, 1e7        # V, cm/s
field = bias / thickness
current = alpha * F_inv * thickness
v_n = mu_n * field / (1 + mu_n * field / v_sat)
v_p = mu_p * field / (1 + mu_p * field / v_sat)
n_leak, p_leak = current / (q * v_n), current / (q * v_p)
swing = (occupancy(T_room, n=n_leak) - occupancy(T_room, p=p_leak)) / f_room
charge_swing = swing * intro * F_inv

print(f"Initial donor density N_D0 = {donors0:.2e} cm^-3")
print(f"Donor-removal coefficient c = {removal:.2e} cm^2")
print(f"Acceptor-introduction rate b = {intro:.3f} cm^-1")
print(f"Detector thickness = {thickness*1e4:.0f} um")
print(f"Initial resistivity = {1/(q*mu_n*donors0)/1e3:.2f} kohm cm")
print(f"Lambert argument a = {a:.4f} (dimensionless)")
for k, value in enumerate(newton):
    print(f"Newton iterate {k} = {value:.8f} (dimensionless)")
print(f"W(a) = {w:.6f} (dimensionless)")
print(f"Inversion fluence, Lambert = {F_inv:.5e} cm^-2")
print(f"Inversion fluence, rate laws = {ode_fluence(*cases[0]):.5e} cm^-2")
print(f"Estimate without donor removal = {donors0/intro:.3e} cm^-2")
print(f"Ratio of that estimate to F_inv = {donors0/intro/F_inv:.3f}")
print(f"Donors left at inversion = {donors0*np.exp(-w):.4e} cm^-3")
print(f"Acceptors at inversion = {intro*F_inv:.4e} cm^-3")
print(f"Donor fraction left = {100*np.exp(-w):.2f} %")
print(f"Slope dN_eff/dF at inversion = {slope:.5f} cm^-1")
print(f"Log sensitivity to N_D0 = {sens_N:.4f}")
print(f"Log sensitivity to b = {sens_b:.4f}")
print(f"Log sensitivity to c = {sens_c:.4f}")
for F in (0.0, 5e12, 1e13, 2e13, 5e13, 1e14):
    N = net_charge(F)
    print(f"F = {F:.1e} cm^-2: N_eff = {N:.3e} cm^-3, "
          f"V_fd = {depletion_voltage(N):.1f} V")
print(f"Initial voltage returns at F = {F_return:.4e} cm^-2")
print("Neglected effects, rough parameters:")
for name, pars in variants:
    F = lambert_fluence(*pars)
    print(f"{name}: F = {F:.3e} cm^-2, change {100*(F/F_inv-1):+.1f} %")
print(f"Midgap level: {depth:.3f} eV below E_c, gap {gap:.2f} eV")
print(f"Level occupancy at 293 K = {f_room:.4f}, at 263 K = {f_cold:.4f}")
print(f"Effective b at 263 K = {b_cold:.4f} cm^-1")
print(f"Leakage constant at 293 K = {alpha:.1e} A/cm")
print(f"Leakage at inversion = {current*1e6:.2f} uA/cm^2")
print(f"Bias for carrier estimate = {bias:.0f} V")
print(f"Leakage electrons = {n_leak:.2e} cm^-3")
print(f"Leakage holes = {p_leak:.2e} cm^-3")
print(f"Trapped-charge swing / acceptor charge = {100*swing:.2f} %")
print(f"Trapped-charge swing = {charge_swing:.2e} cm^-3")
print(f"Voltage scale of swing = {depletion_voltage(charge_swing):.2f} V")
print("ALL CHECKS PASSED")
```

It prints:

```
Initial donor density N_D0 = 1.00e+12 cm^-3
Donor-removal coefficient c = 1.00e-13 cm^2
Acceptor-introduction rate b = 0.020 cm^-1
Detector thickness = 300 um
Initial resistivity = 4.46 kohm cm
Lambert argument a = 5.0000 (dimensionless)
Newton iterate 0 = 1.00000000 (dimensionless)
Newton iterate 1 = 1.41969860 (dimensionless)
Newton iterate 2 = 1.33259511 (dimensionless)
Newton iterate 3 = 1.32674922 (dimensionless)
Newton iterate 4 = 1.32672467 (dimensionless)
Newton iterate 5 = 1.32672467 (dimensionless)
W(a) = 1.326725 (dimensionless)
Inversion fluence, Lambert = 1.32672e+13 cm^-2
Inversion fluence, rate laws = 1.32672e+13 cm^-2
Estimate without donor removal = 5.000e+13 cm^-2
Ratio of that estimate to F_inv = 3.769
Donors left at inversion = 2.6534e+11 cm^-3
Acceptors at inversion = 2.6534e+11 cm^-3
Donor fraction left = 26.53 %
Slope dN_eff/dF at inversion = -0.04653 cm^-1
Log sensitivity to N_D0 = 0.4298
Log sensitivity to b = -0.4298
Log sensitivity to c = -0.5702
F = 0.0e+00 cm^-2: N_eff = 1.000e+12 cm^-3, V_fd = 69.6 V
F = 5.0e+12 cm^-2: N_eff = 5.065e+11 cm^-3, V_fd = 35.3 V
F = 1.0e+13 cm^-2: N_eff = 1.679e+11 cm^-3, V_fd = 11.7 V
F = 2.0e+13 cm^-2: N_eff = -2.647e+11 cm^-3, V_fd = 18.4 V
F = 5.0e+13 cm^-2: N_eff = -9.933e+11 cm^-3, V_fd = 69.1 V
F = 1.0e+14 cm^-2: N_eff = -2.000e+12 cm^-3, V_fd = 139.2 V
Initial voltage returns at F = 5.0326e+13 cm^-2
Neglected effects, rough parameters:
30% of donors unremovable: F = 1.982e+13 cm^-2, change +49.4 %
initial acceptors 1e11 cm^-3, same net doping: F = 1.184e+13 cm^-2, change -10.8 %
before beneficial annealing, b + 0.02 cm^-1: F = 9.586e+12 cm^-2, change -27.7 %
after reverse annealing, b + 0.05 cm^-1: F = 7.055e+12 cm^-2, change -46.8 %
use at 263 K, midgap-level estimate: F = 1.502e+13 cm^-2, change +13.2 %
Midgap level: 0.525 eV below E_c, gap 1.12 eV
Level occupancy at 293 K = 0.0626, at 263 K = 0.0464
Effective b at 263 K = 0.0148 cm^-1
Leakage constant at 293 K = 4.0e-17 A/cm
Leakage at inversion = 15.92 uA/cm^2
Bias for carrier estimate = 100 V
Leakage electrons = 3.12e+07 cm^-3
Leakage holes = 7.62e+07 cm^-3
Trapped-charge swing / acceptor charge = 1.95 %
Trapped-charge swing = 5.17e+09 cm^-3
Voltage scale of swing = 0.36 V
ALL CHECKS PASSED
```
